**Photon-assisted tunnelling: responsivity from differences of the dark current**

The program tests R = (1/v)[I(V0+v) − 2I(V0) + I(V0−v)]/[I(V0+v) − I(V0−v)], where I(V) is the dark current, V0 the bias, v = ħω/e the photon voltage and R the rectified current per absorbed power. It propagates a many-level driven junction in time and asserts that its direct current, absorbed power and responsivity agree with the sideband formulas; the currents and the power agree to better than 0.01 %. Further assertions cover the fourth-order remainder left after the Taylor correction, the closed form for an exponential diode, the bound R ≤ e/ħω on random rising curves, and its failure on one curve with a falling part. The superconducting dark current is compared with its zero-temperature elliptic-integral form, and the low-frequency response with a classical cycle average. For a model superconducting detector at 230 GHz, the output gives R = 970 A/W against e/ħω = 1051 A/W. At the same bias, classical rectification would give 2165 A/W. The last lines size finite-signal compression and effects outside the model, among which the Josephson current is large enough that it must be suppressed.

## Check in Python

```python
"""
Photon-assisted tunnelling: small-signal current responsivity.

Result under test, for a tunnel junction with dark current I(V), bias V0,
ac voltage Vac*cos(w t), photon voltage v = hbar*w/e, alpha = Vac/v << 1:
  R = (1/v) * [I(V0+v) - 2 I(V0) + I(V0-v)] / [I(V0+v) - I(V0-v)]
R is rectified current per absorbed ac power. Limits: I''/(2 I') for small v,
and 1/v = e/(hbar*w) for a sharp onset less than one photon above the bias.
Device units: mV, meV, uA, nW (uA*mV), GHz, K; 1/mV = 1000 A/W.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, expit, jv


def difference_responsivity(curve, bias, photon):
    low, mid, high = curve(bias + photon * np.array([-1.0, 0.0, 1.0]))
    return (high - 2 * mid + low) / (high - low) / photon


def sideband_sums(curve, bias, photon, alpha):
    """dc current and absorbed power at any drive amplitude."""
    n_max = int(alpha) + 10
    n = np.arange(-n_max, n_max + 1)
    weighted = jv(n, alpha) ** 2 * curve(bias + n * photon)
    return weighted.sum(), photon * (n * weighted).sum()


# ---- Many-level junction propagated in time (hbar = w = e = 1) ----
spacing = 0.05
levels = spacing * np.arange(-150, 151)
model_bias, model_kT, coupling = 0.5, 0.2, 0.02


def band_window(energy):
    return expit((6.0 - np.abs(energy)) / 0.3)


def density_left(energy):
    return (1 - 0.4 * np.exp(-energy ** 2)) * band_window(energy)


def density_right(energy):
    return (0.1 + 0.9 * expit((energy - 1.0) / 0.15)) * band_window(energy)


def propagate_junction(alpha):
    """Mean electron current and mean work rate of the ac source."""
    size = len(levels)
    left_weight = np.sqrt(density_left(levels) / density_left(levels).sum())
    right_weight = np.sqrt(density_right(levels) / density_right(levels).sum())
    occupation = np.tile(expit(-levels / model_kT), 2)
    identity, zero = np.eye(size), np.zeros((size, size))
    left = np.hstack([identity, zero]).astype(complex)
    right = np.hstack([zero, identity]).astype(complex)
    per_cycle, first_cycle, last_cycle = 40, 6, 12
    dt = 2 * np.pi / per_cycle
    c, s = np.cos(coupling * dt), np.sin(coupling * dt)
    charge = work = 0.0
    for k in range(last_cycle * per_cycle):
        t = (k + 0.5) * dt
        phase = (levels + model_bias) * t + alpha * np.sin(t)
        vec_left = left_weight * np.exp(-1j * phase)
        vec_right = right_weight * np.exp(-1j * levels * t)
        a, b = vec_left @ left, vec_right @ right
        a_new, b_new = c * a - 1j * s * b, c * b - 1j * s * a
        left += np.outer(vec_left.conj(), a_new - a)
        right += np.outer(vec_right.conj(), b_new - b)
        if k >= first_cycle * per_cycle:
            moved = occupation @ (np.abs(b_new) ** 2 - np.abs(b) ** 2)
            charge += moved
            work += alpha * np.cos(t) * moved
    duration = (last_cycle - first_cycle) * 2 * np.pi
    return charge / duration, work / duration


def model_dark_current(volts):
    """Golden-rule current of the same junction without ac drive."""
    scale = 2 * np.pi * coupling ** 2 / spacing
    scale /= density_left(levels).sum() * density_right(levels).sum()
    return np.array([scale * np.sum(
        density_left(levels) * density_right(levels + x)
        * (expit(-levels / model_kT) - expit(-(levels + x) / model_kT)))
        for x in np.atleast_1d(volts)])


model_alpha = 0.3
sim_dark, _ = propagate_junction(0.0)
sim_dc, sim_power = propagate_junction(model_alpha)
sum_dark = model_dark_current(model_bias)[0]
sum_dc, sum_power = sideband_sums(model_dark_current, model_bias, 1.0, model_alpha)
sim_R = (sim_dc - sim_dark) / sim_power
sum_R = (sum_dc - sum_dark) / sum_power
small_R = difference_responsivity(model_dark_current, model_bias, 1.0)
print("Time-propagated junction (units of hbar*w and e)")
print(f" drive alpha = {model_alpha:.2f}, bias = {model_bias:.2f}")
print(f" dark current, propagated/golden rule = {sim_dark / sum_dark:.5f}")
print(f" driven dc current, propagated/sum = {sim_dc / sum_dc:.5f}")
print(f" absorbed power, propagated/sum = {sim_power / sum_power:.5f}")
print(f" R propagated = {sim_R:.4f} e/(hbar w)")
print(f" R sideband sum = {sum_R:.4f}, small-signal = {small_R:.4f}")
assert abs(sim_dark / sum_dark - 1) < 0.005
assert abs(sim_dc / sum_dc - 1) < 0.005
assert abs(sim_power / sum_power - 1) < 0.01
assert abs(sim_R / sum_R - 1) < 0.02
assert abs(sim_R / small_R - 1) < 0.05  # finite alpha leaves order alpha^2

# ---- Leading quantum correction to classical rectification ----
mp.mp.dps = 40


def smooth_curve(x):
    return mp.exp(x) + mp.mpf("0.3") * x ** 3


point = mp.mpf("0.5")
d1, d2, d3, d4 = [mp.diff(smooth_curve, point, k) for k in (1, 2, 3, 4)]
residuals = []
for photon in (mp.mpf("0.1"), mp.mpf("0.05")):
    up, down = smooth_curve(point + photon), smooth_curve(point - photon)
    direct = (up - 2 * smooth_curve(point) + down) / (up - down) / photon
    series = d2 / (2 * d1) * (1 + photon ** 2 * (d4 / (12 * d2) - d3 / (6 * d1)))
    residuals.append(abs(direct - series))
order_ratio = float(residuals[0] / residuals[1])
print(f" Taylor residual ratio on halving v = {order_ratio:.2f}")
assert 14 < order_ratio < 18  # next omitted term is of fourth order
for x in (0.1, 1.0, 8.0):
    diode = difference_responsivity(lambda u: np.exp(u) - 1, 0.3, x)
    assert abs(diode * x - np.tanh(x / 2)) < 1e-10

# ---- Upper bound for non-decreasing curves, and its failure otherwise ----
rng = np.random.default_rng(4)
orders = np.arange(-18, 19)
largest = 0.0
for _ in range(500):
    alpha = rng.uniform(0.1, 4.0)
    current = np.cumsum(rng.exponential(size=37) ** 4)
    weights = jv(orders, alpha) ** 2
    change = weights @ current - current[18]
    largest = max(largest, abs(change) / ((orders * weights) @ current))
assert largest <= 1 + 1e-10


def falling_curve(x):
    return x * np.exp(1 - x) + np.exp(4 * (x - 4))


falling_ratio = 1.5 * difference_responsivity(falling_curve, 3.0, 1.5)
assert falling_ratio > 1
print(f" largest R*v, random rising curves = {largest:.4f}")
print(f" R*v on a curve with a falling part = {falling_ratio:.4f}")

# ---- Superconducting tunnel detector, rough typical parameters ----
gap, resistance, temperature, broadening = 1.4, 20.0, 4.2, 0.03
bias, frequency, signal = 2.4, 230.0, 1.0
boltzmann = const.k / const.e * 1e3  # meV per K


def photon_voltage(freq_ghz):
    return const.h * freq_ghz * 1e9 / const.e * 1e3


def density(energy, gamma):
    z = energy + 1j * gamma
    return np.abs((z / np.sqrt(z * z - gap ** 2)).real)


def dark_current(volts, temp=temperature, gamma=broadening, step=0.004):
    energy = np.arange(-20, 20 + step / 2, step)
    kT = boltzmann * temp
    first, filled = density(energy, gamma), expit(-energy / kT)
    return np.array([1e3 / resistance * step * np.sum(
        first * density(energy + x, gamma) * (filled - expit(-(energy + x) / kT)))
        for x in np.atleast_1d(volts)])


def cold_sharp_current(volts):
    return dark_current(volts, temp=0.3, gamma=0.001, step=0.0002)


def classical_responsivity(center, h):
    m2, m1, c0, p1, p2 = [dark_current(center + k * h) for k in (-2, -1, 0, 1, 2)]
    slope = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * h)
    curvature = (-m2 + 16 * m1 - 30 * c0 + 16 * p1 - p2) / (12 * h * h)
    return curvature / (2 * slope)


test_volt = 4.0
modulus = 1 - (2 * gap / test_volt) ** 2
elliptic = 1e3 / resistance * (test_volt * ellipe(modulus)
                               - 2 * gap ** 2 / test_volt * ellipk(modulus))
cold_ratio = cold_sharp_current(test_volt)[0] / elliptic
assert abs(cold_ratio - 1) < 0.005

v = photon_voltage(frequency)
I_low, I_mid, I_high = dark_current(bias + v * np.array([-1, 0, 1]))
R = difference_responsivity(dark_current, bias, v)
R_fine = difference_responsivity(lambda x: dark_current(x, step=0.002), bias, v)
assert abs(R_fine / R - 1) < 1e-6
print("Superconducting tunnel detector")
print(f" gap voltage = {2 * gap:.2f} mV, resistance = {resistance:.0f} ohm")
print(f" temperature = {temperature:.1f} K, broadening = {broadening:.3f} meV")
print(f" bias = {bias:.2f} mV, frequency = {frequency:.0f} GHz")
print(f" cold dark current / elliptic form = {cold_ratio:.5f}")
print(f" photon voltage v = {v:.4f} mV")
print(f" I(V0-v) = {I_low:.3f} uA at {bias - v:.4f} mV")
print(f" I(V0) = {I_mid:.3f} uA")
print(f" I(V0+v) = {I_high:.3f} uA at {bias + v:.4f} mV")
print(f" second difference = {I_high - 2 * I_mid + I_low:.3f} uA")
print(f" first difference = {I_high - I_low:.3f} uA")
print(f" responsivity R = {1e3 * R:.1f} A/W")
print(f" quantum value e/(hbar w) = {1e3 / v:.1f} A/W")
print(f" R*v = {R * v:.4f}")
print(f" shift of R, half energy step = {1e3 * (R_fine - R):.1e} A/W")

# Classical limit: cycle averages against the quantum sums at 1 GHz.
v_slow, swing = photon_voltage(1.0), 0.02
cosine = np.cos(2 * np.pi * (np.arange(64) + 0.5) / 64)
cycle = dark_current(bias + swing * cosine)
average_R = (cycle.mean() - I_mid) / np.mean(swing * cosine * cycle)
dc_slow, power_slow = sideband_sums(dark_current, bias, v_slow, swing / v_slow)
many_photon_R = (dc_slow - I_mid) / power_slow
R_classical = classical_responsivity(bias, 0.02)[0]
R_slow = difference_responsivity(dark_current, bias, v_slow)
assert abs(many_photon_R / average_R - 1) < 0.01
assert abs(R_slow / R_classical - 1) < 0.01
print(f" classical I''/(2I') at bias = {1e3 * R_classical:.1f} A/W")
print(f" 1 GHz, alpha = {swing / v_slow:.2f}: sum = {1e3 * many_photon_R:.1f} A/W")
print(f" same swing, cycle average = {1e3 * average_R:.1f} A/W")
print(f" one-photon threshold = {(2 * gap - bias) / photon_voltage(1.0):.1f} GHz")
for freq in (1.0, 20.0, 60.0, 115.0, 230.0, 460.0):
    pv = photon_voltage(freq)
    value = difference_responsivity(dark_current, bias, pv)
    print(f" {freq:.0f} GHz: R = {1e3 * value:.1f} A/W, R*v = {value * pv:.4f}")

sharp = v * difference_responsivity(cold_sharp_current, bias, v)
assert 0.99 < sharp < 1.01
above = difference_responsivity(dark_current, 3.0, v)
assert above < 0
cool = difference_responsivity(lambda x: dark_current(x, temp=2.0), bias, v)
print(f" R*v, 0.3 K and 0.001 meV broadening = {sharp:.4f}")
print(f" R at 3.00 mV bias = {1e3 * above:.1f} A/W")
print(f" R at 2.0 K, same gap = {1e3 * cool:.1f} A/W")

scan = np.linspace(2.0, 3.0, 101)
classical_scan = classical_responsivity(scan, 0.004)
quantum_scan = np.array([difference_responsivity(dark_current, x, v) for x in scan])
best_c, best_q = np.argmax(classical_scan), np.argmax(quantum_scan)
assert classical_scan[best_c] * v > 1
assert np.max(np.abs(quantum_scan)) * v <= 1
print(f" peak classical = {1e3 * classical_scan[best_c]:.0f} A/W at {scan[best_c]:.2f} mV")
print(f" peak quantum = {1e3 * quantum_scan[best_q]:.1f} A/W at {scan[best_q]:.2f} mV")

# ---- Finite signal and effects outside the model ----
alpha = brentq(lambda x: sideband_sums(dark_current, bias, v, x)[1] - signal, 1e-4, 1)
dc, power = sideband_sums(dark_current, bias, v, alpha)
finite_R = (dc - I_mid) / power
assert abs(finite_R / R - 1) < 0.05
capacitance, area, fermi_wavenumber = 75e-15, 1e-12, 1e10  # SI, rough
kT = boltzmann * temperature
critical = 1e3 * np.pi * gap / (2 * resistance) * np.tanh(gap / (2 * kT))
josephson_omega = 2 * const.e * bias * 1e-3 / const.hbar
josephson_voltage = critical * 1e-6 / (josephson_omega * capacitance) * 1e3
shunt = 2 * np.pi * frequency * 1e9 * resistance * capacitance
charging = const.e / (2 * capacitance) * 1e3 / kT
channels = fermi_wavenumber ** 2 * area / (4 * np.pi)
transparency = const.h / (2 * const.e ** 2) / resistance / channels
print(f" absorbed {signal:.1f} nW: alpha = {alpha:.4f}, Vac = {alpha * v:.4f} mV")
print(f" photocurrent = {dc - I_mid:.4f} uA, R change = {100 * (finite_R / R - 1):.2f} %")
print("Neglected effects (75 fF, 1 um2, kF = 10 per nm, rough)")
print(f" Josephson critical current = {critical:.1f} uA")
print(f" Josephson oscillation voltage = {josephson_voltage:.3f} mV")
print(f" w*R*C at signal = {shunt:.2f}, at second harmonic = {2 * shunt:.2f}")
print(f" charging energy / kT = {charging:.4f}")
print(f" mean barrier transparency = {transparency:.1e}")
print(f" photon energy / pair-breaking energy = {v / (2 * gap):.3f}")
print("finished without a failed check")
```

It prints:

```
Time-propagated junction (units of hbar*w and e)
 drive alpha = 0.30, bias = 0.50
 dark current, propagated/golden rule = 0.99998
 driven dc current, propagated/sum = 0.99997
 absorbed power, propagated/sum = 0.99997
 R propagated = 0.6188 e/(hbar w)
 R sideband sum = 0.6188, small-signal = 0.6271
 Taylor residual ratio on halving v = 15.97
 largest R*v, random rising curves = 0.9955
 R*v on a curve with a falling part = 1.1468
Superconducting tunnel detector
 gap voltage = 2.80 mV, resistance = 20 ohm
 temperature = 4.2 K, broadening = 0.030 meV
 bias = 2.40 mV, frequency = 230 GHz
 cold dark current / elliptic form = 0.99990
 photon voltage v = 0.9512 mV
 I(V0-v) = 3.738 uA at 1.4488 mV
 I(V0) = 8.966 uA
 I(V0+v) = 138.798 uA at 3.3512 mV
 second difference = 124.604 uA
 first difference = 135.059 uA
 responsivity R = 969.9 A/W
 quantum value e/(hbar w) = 1051.3 A/W
 R*v = 0.9226
 shift of R, half energy step = 0.0e+00 A/W
 classical I''/(2I') at bias = 2165.4 A/W
 1 GHz, alpha = 4.84: sum = 2165.7 A/W
 same swing, cycle average = 2165.7 A/W
 one-photon threshold = 96.7 GHz
 1 GHz: R = 2165.4 A/W, R*v = 0.0090
 20 GHz: R = 2172.5 A/W, R*v = 0.1797
 60 GHz: R = 2227.6 A/W, R*v = 0.5528
 115 GHz: R = 1924.1 A/W, R*v = 0.9151
 230 GHz: R = 969.9 A/W, R*v = 0.9226
 460 GHz: R = 489.1 A/W, R*v = 0.9304
 R*v, 0.3 K and 0.001 meV broadening = 0.9969
 R at 3.00 mV bias = -285.5 A/W
 R at 2.0 K, same gap = 959.4 A/W
 peak classical = 8194 A/W at 2.74 mV
 peak quantum = 1000.0 A/W at 2.00 mV
 absorbed 1.0 nW: alpha = 0.1767, Vac = 0.1680 mV
 photocurrent = 0.9673 uA, R change = -0.27 %
Neglected effects (75 fF, 1 um2, kF = 10 per nm, rough)
 Josephson critical current = 105.5 uA
 Josephson oscillation voltage = 0.193 mV
 w*R*C at signal = 2.17, at second harmonic = 4.34
 charging energy / kT = 0.0030
 mean barrier transparency = 8.1e-05
 photon energy / pair-breaking energy = 0.340
finished without a failed check
```
